Recombination Current in the Depletion Region of a Forward-Biased Junction

**The decision**

A carrier lifetime is to be extracted from the current density of a silicon diode at 0.25 V forward bias. Two choices must be made first. Is the current set by recombination inside the junction, which varies as 1/τ, or by diffusion into long neutral regions, which varies as 1/√τ? And if it is recombination, over what length does it act: the whole depletion width or something shorter? In the example below, the wrong length changes the inferred lifetime by a factor of roughly ten.

The result to be established, for traps at the intrinsic level with equal electron and hole lifetimes τ, is the current density

J = (π/2) (kT nᵢ/(τE)) exp(qV/2kT).

Here nᵢ is the intrinsic density, V > 0 the forward bias, and E > 0 the field magnitude at the plane where n = p. The current is J times the junction area. The formula needs large bias and a field that is nearly constant near that plane.

**One trap, one point in space**

Let f be the fraction of traps holding an electron. Electrons are captured by empty traps and emitted by full ones, so the net electron capture rate per volume is

Rₙ = [n(1 − f) − n₁f]/τ.

The constant n₁ follows from equilibrium, where Rₙ = 0. A trap at the intrinsic level then has f/(1 − f) = exp[(Fermi level − intrinsic level)/kT] = n/nᵢ, with any level degeneracy absorbed into the effective trap energy. Hence n₁ = nᵢ. The same argument for holes gives

Rₚ = [pf − nᵢ(1 − f)]/τ.

In steady state the trap charge is constant, so Rₙ = Rₚ:

n − nf − nᵢf = pf − nᵢ + nᵢf
f = (n + nᵢ)/(n + p + 2nᵢ).

Insert this in Rₙ = [n − (n + nᵢ)f]/τ. The numerator over the common denominator is n(n + p + 2nᵢ) − (n + nᵢ)² = np − nᵢ², so the recombination rate is

U = (np − nᵢ²)/[τ(n + p + 2nᵢ)].

Two limits make sense. In equilibrium np = nᵢ² and U = 0. Where n greatly exceeds p and nᵢ, U = (p − nᵢ²/n)/τ: the excess minority density decays with lifetime τ.

Now apply the bias. With Boltzmann statistics, and quasi-Fermi levels separated by qV,

np = nᵢ² eᵘ, u = qV/kT.

For a fixed product np, U is largest where n + p is smallest, which is at n = p = nᵢ exp(u/2). There

U_max = nᵢ²(eᵘ − 1)/[2τnᵢ(exp(u/2) + 1)] = (nᵢ/2τ)[exp(u/2) − 1].

The factor one half in the exponent is already visible. The numerator grows as eᵘ, but the carriers that share the traps each grow as exp(u/2).

**From a point to a layer**

Put x = 0 at the plane n = p, with x increasing towards the n side. Three assumptions enter: the field is constant, the quasi-Fermi levels are flat, and the junction edges are many kT away in potential energy. Moving by x towards the n side lowers the electron energy by qEx, so with y = qEx/kT

n = nᵢ exp(u/2 + y), p = nᵢ exp(u/2 − y).

Then n + p = 2nᵢ exp(u/2) cosh y. Dividing the numerator and denominator of U by 2nᵢ exp(u/2) gives

U = (nᵢ/τ) sinh(u/2)/(cosh y + b), b = exp(−u/2).

The rate falls to half its maximum where cosh y + b = 2(1 + b), that is, cosh y = 2 + b. The active layer is therefore a few times kT/(qE) thick.

Each recombination event removes one electron supplied from the n side and one hole supplied from the p side, so it passes one charge q through the external circuit. The recombination part of the current density is

J = q∫U dx = (kT/E)∫U dy.

At large bias b → 0 and sinh(u/2) → exp(u/2)/2. With s = sinh y,

∫ dy/cosh y = ∫ ds/(1 + s²) = π,

taken over the whole line. Multiplying the factors,

J = (kT/E)(nᵢ/τ)(exp(u/2)/2)π = (π/2)(kT nᵢ/(τE)) exp(u/2).

One factor 1/2 comes from sinh, and π is the area under 1/cosh y. Since kT/E has units of coulomb metre and nᵢ/τ of m⁻³ s⁻¹, J is in A/m².

**Keeping finite bias**

The integral can also be done with b retained. Set t = exp(y), so dy = dt/t and cosh y = (t + 1/t)/2:

∫ dy/(cosh y + b) = ∫₀^∞ 2 dt/(t² + 2bt + 1) = ∫₀^∞ 2 dt/[(t + b)² + 1 − b²].

Write b = cos θ, so √(1 − b²) = sin θ. The antiderivative is (2/sin θ) arctan[(t + b)/sin θ]. Its upper limit gives π/2 and its lower limit arctan(cot θ) = π/2 − θ. The integral is therefore 2θ/sin θ = 2 arccos(b)/√(1 − b²).

Because sinh(u/2) = (1 − b²)/(2b) and √(1 − b²)/b = √(eᵘ − 1),

J = (kT nᵢ/(τE)) √(eᵘ − 1) arccos(exp(−u/2)).

For large bias arccos b = π/2 − b + …, so the ratio of this to the large-bias formula is 1 − 2b/π + O(b²). For small bias both √(eᵘ − 1) and arccos(exp(−u/2)) tend to √u, and J → nᵢqV/(τE). This vanishes at V = 0, as it must. The large-bias formula does not, and cannot be used near zero bias.

As a test, U was integrated numerically over x at biases of 0.002, 0.05, 0.25 and 0.6 V, with the field held at the example's value. The closed form agreed to within 2 parts in 10⁷ at the two larger biases and to within 1 part in 10⁴ at the two smaller ones.

**Numbers for a silicon junction**

Take a symmetric abrupt junction at 300 K with N = 10¹⁶ cm⁻³ on each side, nᵢ = 10¹⁰ cm⁻³, τ = 10 ns and relative permittivity 11.7. These are rough values for silicon whose lifetime has been shortened by deep traps.

The built-in potential is (2kT/q) ln(N/nᵢ) = 0.714 V, which leaves a drop V_j = 0.464 V at 0.25 V bias. In the depletion approximation each half has width W/2, so the central field is E = qNW/(2ε) and V_j = EW/2. Eliminating W,

E = √(qNV_j/ε) = 0.0268 MV/cm, W = 2V_j/E = 347 nm.

With kT/q = 0.02585 V and u = 9.67, exp(u/2) = 125.9. In centimetre units E = 2.68 × 10⁴ V/cm, and

J = (π/2)(1.602 × 10⁻¹⁹)(0.02585)(10¹⁰)(125.9)/(10⁻⁸ × 2.68 × 10⁴)
= 3.06 × 10⁻⁵ A/cm² = 0.306 A/m².

Since b = 0.0079, the large-bias formula lies 0.5% above the closed form.

The recombination layer has a full width at half maximum of 25.5 nm. The length that turns U_max into J is close to πkT/(qE) = 30 nm. Multiplying U_max by the full 347 nm instead would overstate J, and hence a lifetime fitted to a given J, by a factor of about eleven relative to this simple formula. Relative to the current density with the full Poisson field, found below, the factor is about ten.

**Other traps**

If the trap lies an energy d from the intrinsic level, the emission constants become nᵢ exp(±d/kT), and their sum 2nᵢ cosh(d/kT) replaces 2nᵢ. In the integral b becomes b cosh(d/kT), while the prefactor sinh(u/2) is unchanged. For d = 0.1 eV the example's current falls to 0.90 of its midgap value. The midgap formula thus also serves shallower traps when b cosh(d/kT) is small.

For unequal lifetimes the large-bias denominator is τₚn + τₙp. With δ = ½ ln(τₚ/τₙ) it equals

2nᵢ exp(u/2) √(τₙτₚ) cosh(y + δ).

A shift of y does not change the area in a constant field, so τ becomes √(τₙτₚ). The peak moves to y = −δ, and in a real junction E should be taken there.

**Letting the field vary**

Let y = Y at the n-side edge. There n = N, so Y = ln(N/nᵢ) − u/2 = 8.98, which also equals qV_j/(2kT). Cutting the integral of 1/cosh y at ±Y loses a fraction of about 4exp(−Y)/π, or 0.016%. The edges are far enough away; the constancy of the field is the weaker assumption.

Multiplying Poisson's equation by the potential gradient and integrating from y to the neutral edge gives E² = (2/ε)∫ρ dψ. On the n side ρ = q[N − 2nᵢ exp(u/2) sinh y]. Neutrality at the edge, N = 2nᵢ exp(u/2) sinh Y, then yields

E²(y) = (2kTN/ε)[Y − y − (cosh Y − cosh y)/sinh Y].

The p side is its mirror image. At y = 0 and large Y the bracket is Y − 1, whereas the depletion approximation gives Y. Mobile charge near the edges therefore multiplies the central field by √(7.98/8.98) = 0.943, lowering it to 0.0253 MV/cm. This alone raises J by 6%.

The field also falls on both sides of the centre. There, approximately,

E(0)/E(y) = [1 − |y|/(Y − 1)]^(−1/2) = 1 + |y|/[2(Y − 1)] + 3y²/[8(Y − 1)²] + …

The averages needed have weight 1/(π cosh y). Expanding 1/cosh y = 2(e⁻ʸ − e⁻³ʸ + e⁻⁵ʸ − …) for y > 0 and integrating term by term gives ⟨|y|⟩ = 4G/π, where G = 1 − 1/9 + 1/25 − … = 0.916 is Catalan's constant, and ⟨y²⟩ = (8/π)(1 − 1/27 + 1/125 − …) = (8/π)(π³/32) = π²/4. The relative increase is

2G/[π(Y − 1)] + 3π²/[32(Y − 1)²] + …

At Y = 60 and b = 0, numerical integration with the full E(y) matched these two terms to within 5 × 10⁻⁵. At Y = 8.98 they give 7.3% + 1.5%, while the full integral gives 9.4% above the constant-field closed form with the same central field. In this integral the small constant value of U in the neutral material is subtracted, because outside the junction it belongs to diffusion. The subtraction also removes that constant across the junction itself, where the diffusion current given below does not count it. Restoring it raises J by about 0.2% here (9.7% instead of 9.4%, and 3.54 instead of 3.53 × 10⁻⁵ A/cm² below) and by about 2% in the 350 K case treated later (6.9 instead of 6.8 × 10⁻⁴ A/cm²).

Together the corrections give J = 3.53 × 10⁻⁵ A/cm², a factor 1.155 above the simple estimate.

The field also depends on bias, which changes the slope of the curve. Define the ideality factor m by 1/m = (kT/q) d(ln J)/dV. With E ∝ √V_j and dV_j/dV = −1,

1/m = 1/2 + kT/(2qV_j) = 0.528, so m = 1.89.

The full Poisson field gives m = 1.85. A slope somewhat steeper than exp(qV/2kT) is thus expected from this model even without diffusion.

**Are the quasi-Fermi levels flat?**

The electron current density obeys Jₙ = μₙn dFₙ/dx, with Fₙ the electron quasi-Fermi level. Between the n side and the plane n = p, the density is n = n*exp(y), where n* = 1.26 × 10¹² cm⁻³. Taking Jₙ no larger than J, the drop is at most about

ΔFₙ/q = [J/(qμₙn*)] kT/(qE).

For μₙ = 1200 cm²/Vs this is about 10⁻⁴ mV, negligible against kT/q.

A fuller test solved both carrier continuity equations in the depletion-approximation potential, with minority carriers diffusing into long neutral regions and a hole mobility of 420 cm²/Vs. The electron level dropped by 1.1 × 10⁻⁴ meV up to the plane n = p and by 0.24 meV up to the p edge, where electrons are scarce. The total current density differed from the flat-level value by 0.08%.

**Which current is being measured?**

At each edge the excess minority density is (nᵢ²/N)(eᵘ − 1). In a long neutral region it decays over √(Dτ), so diffusion carries it away at speed D/√(Dτ) = √(D/τ). Hence

J_diff = q(nᵢ²/N)(eᵘ − 1)[√(Dₙ/τ) + √(Dₚ/τ)].

With D = μkT/q, the speeds sum to 8.9 × 10⁴ cm/s and J_diff = 2.25 × 10⁻⁶ A/cm². This is 7% of the recombination current density, so for τ = 10 ns the 1/τ law is the one to use at 0.25 V, although this share already lowers the ideality factor of the total current from 1.85 to 1.76. The ratio grows as √τ: at this bias the two currents are equal near τ = 2.5 µs, and for longer lifetimes diffusion dominates. The choice must therefore be checked against the lifetime that the fit returns. With the same parameters the two currents become equal near 0.39 V if the depletion-approximation field is used, and near 0.41 V with the full Poisson field.

Temperature shifts the balance. At 350 K, with bias, doping, lifetime, mobilities and gap (1.12 eV) held fixed, the simple formula gives 5.5 × 10⁻⁴ A/cm² for recombination, and diffusion gives 4.7 × 10⁻⁴ A/cm². The full Poisson field raises the recombination value to 6.8 × 10⁻⁴ A/cm², so the two remain comparable. Diffusion gains more because it contains nᵢ² rather than nᵢ. A fit that neglects it would then be wrong.

**The model beside a real diode**

The example models a silicon diode in which deep traps have been introduced to shorten the lifetime, as can be done for fast switching. A real diode may be doped much more heavily on one side than on the other. Suppose the p side had 10¹⁸ cm⁻³ and the n side kept 10¹⁶ cm⁻³. The plane n = p then lies inside the n side, still 8.98 kT from its edge, and the depletion approximation gives the same E there. The total drop is now 22.6 kT/q, of which the n side takes 99% in that approximation. The peak field, at the doping step, is then √(22.3/8.98), or about 1.6, times larger. Holes spilling over the step from the p side make the true peak larger still. Inserting the peak field would make J too small by at least this factor; the field at n = p is the one required.

Trap-assisted tunnelling can make the effective lifetime depend on field. A simple estimate of its size runs as follows, though at this low field it proves unreliable. An electron with energy s kT below the local band edge can reach the trap from a point s kT/(qE) nearer the n side, where the density is larger by eˢ. The WKB factor for this path is exp(−2∫κ dx), with κ = √(2m*qEx)/ħ. It equals exp(−a s^(3/2)), where

a = 4√(2m*) (kT)^(3/2)/(3qħE) = 5.3

for a rough tunnelling mass of 0.25 electron masses. The fractional increase in capture is estimated as

∫₀^Y exp(s − a s^(3/2)) ds = 0.38.

Taken at face value, this would raise J by roughly 40%. But most of the integral comes from s below about 0.33, where the WKB exponent is less than one and the factor is not reliable. The estimate also leaves out the accompanying loss of electron density above the band edge. For free carriers of this mass in a uniform field, the exact thermal density exceeds the classical one by a factor exp[4/(27a²)] = 1.005. If capture follows the local density, tunnelling therefore adds only about 0.5% here. It matters at much larger fields. This estimate treats the trap as neutral. For a trap that attracts the carrier by a Coulomb force, the field lowers the barrier by q√(qE/(πε)) = 0.036 eV, or 1.4 kT (the Poole–Frenkel effect), so such a cross-section may already depend on field here; the model leaves this out.

The charge on the traps may matter more, and Poisson's equation above leaves it out. For a thermal speed of 2 × 10⁷ cm/s, a lifetime of 10 ns needs 5 × 10¹⁴ traps per cm³ if the capture cross-section is 10⁻¹⁴ cm², and 5 × 10¹⁵ per cm³ if it is 10⁻¹⁵ cm². If the traps are acceptors, including their charge in Poisson's equation raises J by 1.6% in the first case and 35% in the second. The simple formula thus needs a trap density well below the doping. Otherwise the field at n = p must be found with the trap charge included.

Two other effects are small here. The junction drop is 0.41 of the gap voltage, so a carrier crossing it does not gain enough energy to create a pair. The doping is 0.0005 of a rough band density of states, so Boltzmann statistics are adequate. Recombination at the device surface is not included. Most of the values for the example are listed in the numerical output below.

Numbers as computed

```
Temperature: 300 K
Forward bias: 0.25 V
Intrinsic density: 1e+10 cm^-3
Doping on each side: 1e+16 cm^-3
Lifetime: 10 ns
Relative permittivity: 11.7
Electron mobility: 1200 cm2/Vs
Hole mobility: 420 cm2/Vs
Rough gap: 1.12 eV
Tunnelling mass / electron mass: 0.25
Thermal voltage kT/q: 0.025852 V
Reduced bias u: 9.6704
exp(u/2): 125.87
b = exp(-u/2): 0.007945
Built-in potential: 0.7143 V
Junction drop: 0.4643 V
Edge potential Y: 8.98
Depletion-model peak field: 0.0268 MV/cm
Depletion width: 346.5 nm
Recombination full width at half maximum: 25.5 nm
Carrier density at n=p plane: 1.259e+12 cm^-3
Peak recombination rate: 6.243e+19 cm^-3 s^-1
J, large-bias formula: 3.056e-05 A/cm2
J, large-bias formula in SI: 0.3056 A/m2
J, constant-field closed form: 3.04e-05 A/cm2
Large-bias formula excess over closed form: 0.5115 %
Fraction lost at finite edges: 0.01603 %
Poisson field at n=p plane: 0.02526 MV/cm
J, varying Poisson field: 3.53e-05 A/cm2
Poisson J / large-bias formula: 1.155
Large-bias formula using Poisson field: 3.242e-05 A/cm2
Ideality factor, varying Poisson field: 1.85
Ideality factor, depletion-field estimate: 1.895
Neutral-region diffusion J: 2.25e-06 A/cm2
Diffusion J / large-bias recombination J: 0.07363
Bias where diffusion equals recombination: 0.3945 V
Continuity solution / flat-level recombination: 0.9999715
Continuity solution / flat-level total J: 0.999231
Electron quasi-Fermi drop to n=p plane: 0.0001071 meV
Electron quasi-Fermi drop to p edge: 0.2397 meV
Trap offset tested: 0.1 eV
Offset-trap J / midgap J: 0.899
Tunnelling WKB coefficient: 5.298
Estimated fractional tunnelling increase: 0.3757
Junction drop / gap voltage: 0.4146
Doping / rough band density of states: 0.0005
Higher temperature: 350 K
Intrinsic density at higher temperature: 2.782e+11 cm^-3
Recombination J at higher temperature: 0.0005475 A/cm2
Diffusion J at higher temperature: 0.0004724 A/cm2
```
